# Rice's formula for the density of pinches in Gaussian rough lines, part 2

A line with rough edges fails where its width falls to zero. The width at position $x$ along the line is $w(x)=W+d(x)$, with mean $W$ and a stationary Gaussian fluctuation $d$ of zero mean, standard deviation $s_w$ and slope standard deviation $s_p$. A pinch is a stretch of negative width, counted at its entry. Lengths are in nm, $s_p$ is dimensionless, and $u=W/s_w$ is the reduced distance.

For continuous paths and finite $s_p$, the theorem of Part I (Rice's formula) gives the mean number of pinches per unit length:

$$n=\frac{1}{2\pi}\frac{s_p}{s_w}e^{-u^2/2}.$$

In its proof, $n$ is the density of $w$ at zero times $s_p/\sqrt{2\pi}$, obtained as the limit of $P_h/h$ for $h\to0$, where $P_h=P\big[w(0)>0,\;w(h)<0\big]$.

Other results of Part I, with $\Phi(-u)$ the Gaussian probability of $w<0$ at a point:

- **Lemma 1.** Two edges, each of variance $s_e^2$ and with correlation $c$, give $s_w^2=2(1-c)\,s_e^2$.
- **Corollary 1.** The mean pinch length is
$$\ell=\frac{\Phi(-u)}{n},\qquad \ell\to\frac{\sqrt{2\pi}\,s_w}{u\,s_p}\quad(u\to\infty).$$
The large-$u$ form exceeds $\ell$ by a relative amount below $1/u^2$.
- **Corollary 2.** A segment of length $L$ has negative width anywhere with probability at most $\Phi(-u)+nL$.

In the resist model, the noise before smoothing has autocovariance $s_0^2e^{-|\tau|/X}$ at separation $\tau$, with correlation length $X$. It is smoothed along the line by a normalized Gaussian of standard deviation $b$, the blur. The spectrum at wavenumber $k$ is then

$$S(k)=\frac{2s_0^2X}{1+k^2X^2}\,e^{-k^2b^2},$$

and the variances are $s_w^2=\int S\,dk/2\pi$ and $s_p^2=\int k^2S\,dk/2\pi$, taken over all $k$. Without blur $s_p$ is infinite, and the density counted on a grid of step $h$ grows as $h^{-1/2}$.

**Proposition 1.** With $a=b/X$ and $g=e^{a^2}\mathrm{erfc}(a)$,

$$s_w^2=s_0^2\,g,\qquad \frac{s_p^2}{s_w^2}=\frac{1}{\sqrt\pi\,X\,b\,g}-\frac{1}{X^2}.$$

*Proof.* With $t=kX$ the width variance is $s_0^2I$, where

$$I=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-a^2t^2}}{1+t^2}\,dt .$$

Set $J=e^{-a^2}I$, so that the exponent becomes $-a^2(1+t^2)$. Differentiation with respect to $a$ brings down $-2a(1+t^2)$, which cancels the denominator:

$$\frac{dJ}{da}=-\frac{2a}{\pi}e^{-a^2}\int_{-\infty}^{\infty}e^{-a^2t^2}dt=-\frac{2}{\sqrt\pi}e^{-a^2},$$

because the integral is $\sqrt\pi/a$. At $a=0$ the integral of $1/(1+t^2)$ is $\pi$, so $J=1$. Integration from 0 to $a$ gives $J=1-\mathrm{erf}(a)=\mathrm{erfc}(a)$, hence $I=g$.

For the slope variance write

$$\frac{k^2}{1+k^2X^2}=\frac{1}{X^2}\left(1-\frac{1}{1+k^2X^2}\right).$$

The first term leaves a Gaussian integral, $\int e^{-k^2b^2}dk=\sqrt\pi/b$, and the second repeats the integral just found:

$$s_p^2=\frac{s_0^2}{X^2}\left(\frac{2X}{2\pi}\frac{\sqrt\pi}{b}-g\right)=\frac{s_0^2}{X^2}\left(\frac{X}{\sqrt\pi\,b}-g\right).$$

Division by $s_w^2=s_0^2g$ gives the result. $\square$

For small blur $g\simeq1-2a/\sqrt\pi$, and to first order in $a$

$$\frac{s_p^2}{s_w^2}\simeq\frac{1}{\sqrt\pi\,Xb}\left[1-\left(\sqrt\pi-\frac{2}{\sqrt\pi}\right)a\right].$$

At fixed $s_w$ and $X$ the pinch density thus falls as $b^{-1/2}$ at leading order, and somewhat faster at the next order, since the bracket decreases with $a$. If instead the noise $s_0$ before smoothing is held fixed, more blur in this model also lowers $s_w$. Then $u^2=W^2/(s_0^2g)$ rises, and this change acts in the exponent. The model smooths only along the line. Real diffusion also acts across it and multiplies the amplitude of a sinusoidal image of pitch $p$ by $e^{-2\pi^2b^2/p^2}$, which at 32 nm pitch is 0.73 for $b=4$ nm and 0.29 for $b=8$ nm. Edge displacement scales as the inverse of the image gradient, so in a real resist more blur can raise $s_w$ instead.

### Worked example

Take lines at 32 nm pitch with mean width $W=10$ nm. Let $s_w=1.5$ nm, $X=20$ nm and $b=4$ nm. If the edges are uncorrelated, each has standard deviation $1.5/\sqrt2=1.06$ nm.

Here $a=0.2$ and $g=0.809$. Proposition 1 gives

$$\frac{s_p^2}{s_w^2}=\frac{1}{141.8\times0.809}-\frac{1}{400}=0.00872-0.00250=0.00622\ \mathrm{nm^{-2}},$$

so $s_p/s_w=0.0789$ nm$^{-1}$ and $s_p=0.118$. A typical slope of the width is about 0.12 nm per nm.

The reduced distance is $u=10/1.5=6.667$, and $e^{-u^2/2}=2.234\times10^{-10}$. With the prefactor $0.07885/2\pi=0.01255$ nm$^{-1}$,

$$n=0.01255\times2.234\times10^{-10}=2.80\times10^{-12}\ \mathrm{nm^{-1}},$$

or $2.80\times10^{-5}$ per cm of line. Lines at pitch 32 nm have a length of 1/(32 nm) per unit area. The areal density is therefore $n/(32\ \mathrm{nm})$, and with $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$ it is 8.8 pinches per cm².

The mean pinch length is

$$\ell=\frac{1.308\times10^{-11}}{2.803\times10^{-12}\ \mathrm{nm^{-1}}}=4.67\ \mathrm{nm}.$$

The large-$u$ form gives 4.77 nm, which is 2.2% above the exact value and within the relative bound $1/u^2=2.25\%$ from Part I. For a segment of 1000 nm the failure probability is at most $2.82\times10^{-9}$. Nearly all of this bound comes from $nL$; the chance of starting inside a pinch adds only $1.3\times10^{-11}$.

The theorem can be compared with its defining limit at this same rare threshold. Integrating the Gaussian probability of a sign change over a step of 0.1 nm, with the correlation taken from the spectrum by quadrature, gives $2.8027\times10^{-12}$ nm$^{-1}$, against $2.8030\times10^{-12}$ nm$^{-1}$ from the formula. At the same $s_w$ and $X$, the formula gives $4.09\times10^{-12}$ nm$^{-1}$ for a blur of 2 nm and $1.87\times10^{-12}$ nm$^{-1}$ for 8 nm, again in agreement with the two-point integration. A fourfold blur thus lowers the density by a factor of 2.2. The width distribution is the same in all these cases, so the change is due to the slope variance alone.

### Simulation at less rare thresholds

Pinches at $u=6.667$ are too rare to count in a simulation of modest size. The theorem holds for any $u$, however, so it can be examined where entries are frequent. Pairs of edges with $s_e=1$ nm and $c=0.3$ were generated with the same $X$ and $b$, sampled every 1 nm over a total length of 25.17 mm. Lemma 1 predicts a width variance of $2\times0.7\times1=1.4$ nm², and the simulated value is 1.3999 nm².

At $u=1$, 2 and 3 the simulated pinch densities are $7.610\times10^{-3}$, $1.696\times10^{-3}$ and $1.414\times10^{-4}$ nm$^{-1}$. Rice's formula gives $7.612\times10^{-3}$, $1.698\times10^{-3}$ and $1.394\times10^{-4}$ nm$^{-1}$. The largest deviation, 1.4% relative to the formula, occurs at $u=3$. About 3560 entries were counted there, for which independent counting would give a standard error of 1.7%. The 1 nm grid misses some short pinches, which lowers the expected count below the formula by 0.2 to 0.4% at these thresholds.

If width and slope are independent, the spread of the slope must be the same at every width. The simulation checks this at one width. Among points whose width lies within $0.05\,s_w$ of $W-2s_w$, the slope has a standard deviation of 0.0926. The value predicted for all points is 0.0933. The simulated slope is a central difference, which multiplies each Fourier component by $\sin(kh)/(kh)$ with $h=1$ nm and therefore lowers the slope slightly.

At $u=3$ the simulated mean pinch length is 9.54 nm, against 9.68 nm from Corollary 1. Of the 1000 nm segments, a fraction 0.130 contain negative width, below the bound 0.141. The large-$u$ length formula shows why pinches are longer here than in the example: at fixed $s_p/s_w$ the length falls roughly as $1/u$.

### Sensitivity to the measured roughness

Taking the logarithm of Rice's formula and differentiating at fixed $W$ and $s_p$ gives

$$\frac{\partial\ln n}{\partial\ln s_w}=-1+\frac{W^2}{s_w^2}=u^2-1 .$$

The $-1$ comes from the prefactor and the $u^2$ from the exponent. In the example the result is 43.4, so at fixed $s_p$ a 1% increase in $s_w$ raises the density by about 53%, and a 1% decrease lowers it by about 36%. By contrast, $n$ is simply proportional to $s_p$.

An error in the overall amplitude scales $s_w$ and $s_p$ together and leaves the prefactor unchanged. If both are 5% larger,

$$\frac{n'}{n}=\exp\!\left[\frac{u^2}{2}\left(1-\frac{1}{1.05^2}\right)\right]=7.9 .$$

The linewidth variance must therefore be known much more accurately than the slope variance.

The mean width acts through the same exponent. For a line of 16 nm, half the pitch, with the roughness parameters unchanged, $u=10.67$ and the formula gives $7.7\times10^{-15}$ pinches per cm². This number says that the Gaussian mechanism is negligible for such a line. It doesn't say that the line is free of breaks.

### A finite breaking width and variation between lines

A narrow ridge of resist may fail before its width reaches zero. If it breaks at a width $w_b>0$, the proof of the theorem applies to $w-w_b$, whose mean is $W-w_b$. For $w_b=2$ nm the distance is 8 nm instead of 10 nm, and

$$\frac{n_b}{n}=\exp\!\left(\frac{10^2-8^2}{2\times1.5^2}\right)=e^{8}=2981 .$$

The areal density rises from 8.8 to $2.6\times10^4$ per cm².

**Proposition 2.** Let the mean width be constant along each line but vary from line to line as a Gaussian with mean $W$ and variance $s_c^2$, independently of $d$. The pinch density averaged over lines is

$$\bar n=\frac{s_p}{2\pi s_t}\,e^{-W^2/2s_t^2},\qquad s_t^2=s_w^2+s_c^2 .$$

*Proof.* For each line, $n$ is $s_p/\sqrt{2\pi}$ times the density of its width at zero. The slope factor is the same for all lines. Averaging the density over the line means gives the density of a sum of two independent Gaussian variables, which is Gaussian with mean $W$ and variance $s_t^2$. Its value at zero is $e^{-W^2/2s_t^2}/(\sqrt{2\pi}\,s_t)$. $\square$

Line-to-line variation adds to the width variance but not to the slope variance. For $s_c=0.5$ nm, $s_t^2=2.25+0.25=2.5$ nm². The density is multiplied by $(1.5/\sqrt{2.5})\exp(22.22\times0.1)=8.75$. The extra pinches lie mostly on the narrower lines, so this average shouldn't be read as the density of each line.

### Non-Gaussian tails

The Gaussian assumption is needed 6.7 standard deviations from the mean, where a distribution can be far from Gaussian even if its centre looks Gaussian. A class of non-Gaussian widths can be treated without further approximation.

**Proposition 3.** Let $w=W+s_wf(G)$, where $G(x)$ is a stationary Gaussian process with zero mean, unit variance, continuous paths and slope standard deviation $\kappa$, and $f$ is continuous and strictly monotone. Let $f$ take the value $-u$ at a point of magnitude $u_*$. Then

$$n_f=\frac{\kappa}{2\pi}\,e^{-u_*^2/2}.$$

*Proof.* If $f$ increases, $w<0$ means that $G$ lies below the point where $f=-u$. If $f$ decreases, it means that $G$ lies above that point, which becomes an entry from above on replacing $G$ by $-G$, a process with the same statistics. In both cases the theorem applies to a unit-variance process at distance $u_*$ from its threshold. The sign of the distance is irrelevant, since it enters squared and the proof of the theorem nowhere needed it to be positive. $\square$

With $\kappa=s_p/s_w$ taken from the Gaussian example, the density changes by the factor $\exp[(u^2-u_*^2)/2]$. The spectrum of $G$ is held fixed in this comparison; the spectrum of $w$ itself changes slightly.

For negative skewness, meaning a longer tail towards narrow widths, take

$$f(G)=-\frac{e^{\alpha G}-e^{\alpha^2/2}}{\sqrt{q(q-1)}},\qquad q=e^{\alpha^2}.$$

From $\langle e^{m\alpha G}\rangle=q^{m^2/2}$ the variable $Y=e^{\alpha G}$ has mean $q^{1/2}$ and variance $q^2-q$, so $f$ has zero mean and unit variance. The third central moment of $Y$ is

$$q^{9/2}-3q^{5/2}+2q^{3/2}=q^{3/2}(q-1)^2(q+2).$$

Dividing by $[q(q-1)]^{3/2}$ and including the minus sign gives the skewness $-(q+2)\sqrt{q-1}$. Setting $f=-u$ yields

$$u_*=\frac1\alpha\ln\!\left[q^{1/2}+u\sqrt{q(q-1)}\right].$$

A skewness of $-0.1$ moves the threshold from 6.667 to 6.039 and multiplies the pinch density by 54. In the simulation, a skewness of $-0.5$ at $u=3$ gave $5.06\times10^{-4}$ nm$^{-1}$, against $5.05\times10^{-4}$ nm$^{-1}$ from Proposition 3 and $1.39\times10^{-4}$ nm$^{-1}$ from the Gaussian formula.

For symmetric heavy tails take $f(G)=\sinh(\beta G)/\sigma$. Since $\sinh^2z=(\cosh2z-1)/2$ and $\langle\cosh m\beta G\rangle=e^{m^2\beta^2/2}$, unit variance requires $\sigma^2=(e^{2\beta^2}-1)/2$. Similarly, $\sinh^4z=(\cosh4z-4\cosh2z+3)/8$, so the excess kurtosis is

$$\frac{e^{8\beta^2}-4e^{2\beta^2}+3}{8\sigma^4}-3 ,$$

and $u_*=\mathrm{arsinh}(u\sigma)/\beta$. An excess kurtosis of 0.1 gives $u_*=5.891$ and a factor of 130.

These factors belong to the chosen transforms. Another distribution with the same skewness or kurtosis can have a different far tail and a different pinch density. The variances of width and slope thus determine the density only together with the Gaussian assumption.

### The model beside a real resist

The parameters are rough, round values in the regime of extreme-ultraviolet lines in a positive-tone chemically amplified resist, where overexposure narrows the lines. The 10 nm width is far below the usual target of about half the 32 nm pitch, and three standard deviations of linewidth, 4.5 nm, describe a rather rough line. Real lines need not satisfy the assumptions of the model: photon absorption and resist chemistry are discrete and nonlinear, so the far tail need not be Gaussian, and a thin ridge may break at finite width. For the assumed sizes above, these departures multiply the 8.8 pinches per cm² by 54 or 130 for the tails and by about 3000 for the breaking width. These are not upper limits. The model extrapolates each edge linearly to zero width, whereas the image that defines the line is curved. Take $w=(p/\pi)\arccos(\theta+\sigma G)$, a sinusoidal image of pitch $p=32$ nm cut at a threshold with Gaussian noise common to both edges. At $w=10$ nm the margin to closure is $1-\cos(10\pi/32)=0.44$ and $|dw/d\theta|\approx12$ nm, so $s_w=1.5$ nm needs $\sigma\approx0.12$. Then $u_*$ is below 4 instead of 6.7, and Proposition 3 raises the density by more than $10^6$. The finite slope variance is also an assumption: roughness spectra are often fitted as $1/[1+(kX)^{2H+1}]$ with $H\le1$, for which $s_p$ grows without limit as the cutoff in $k$ is raised, and the finite value used here comes from the Gaussian blur. The separate factors should not be multiplied together, because each changes the distance on which the others act. The result is a Gaussian baseline for comparing lines under stated conditions, not a yield forecast. The computed values are collected in the numerical output below.

## Table of computed values

```
Mean width 10.0 nm, pitch 32.0 nm
Width standard deviation 1.50 nm
Edge standard deviation, uncorrelated edges 1.061 nm
Correlation length 20.0 nm, blur 4.0 nm
Reduced distance u = 6.667
Slope/width ratio s_p/s_w = 0.07885 1/nm
Slope standard deviation s_p = 0.1183, variance 0.01399
Exponential factor exp(-u^2/2) = 2.234e-10
Prefactor s_p/(2 pi s_w) = 0.01255 1/nm
Pinch density n = 2.803e-12 1/nm = 2.803e-05 per cm of line
Pinches in dense lines = 8.759 per cm^2
Blur 2 nm, same s_w: two-point 4.0883e-12, Rice 4.0895e-12 1/nm
Blur 4 nm, same s_w: two-point 2.8027e-12, Rice 2.8030e-12 1/nm
Blur 8 nm, same s_w: two-point 1.8664e-12, Rice 1.8665e-12 1/nm
No blur: count growth for a 4 times finer step = 2.0003
Fraction of line below zero width = 1.308e-11
Mean pinch length = 4.668 nm, large-u form 4.769 nm
Failure bound for a 1000 nm segment = 2.816e-09
Simulation: line length 25.17 mm, edge correlation 0.3
Simulated width variance 1.3999, formula 1.4000 nm^2
u = 1: simulated 7.6096e-03, Rice 7.6115e-03 1/nm
u = 2: simulated 1.6961e-03, Rice 1.6984e-03 1/nm
u = 3: simulated 1.4138e-04, Rice 1.3941e-04 1/nm
Slope deviation at w near W - 2 s_w: 0.0926, unconditional formula 0.0933
u = 3: simulated pinch length 9.542, formula 9.683 nm
u = 3, 1000 nm segments: failed fraction 0.1298, bound 0.1408
Skewness -0.5, u = 3: simulated 5.0612e-04, transformed Rice 5.0460e-04 1/nm
d ln n/d ln s_w at fixed s_p = 43.44
Line of 16 nm: u = 10.667, pinches 7.708e-15 per cm^2
Break at 2 nm width: count times 2981.0, 2.611e+04 per cm^2
Line-to-line width deviation 0.5 nm: count times 8.75
Roughness amplitude 5% larger: count times 7.89
Skewness -0.1: Gaussian threshold 6.039, count times 54.0
Excess kurtosis 0.1: Gaussian threshold 5.891, count times 130.1
```
